Valley subband separation in a 3 nm (001) silicon film

**Question**

I have a 3 nm silicon film with (001) faces, treated as a well with infinitely high walls. I have to find how far apart the lowest subband of the twofold valleys and the lowest subband of the fourfold valleys are, using the masses 0.916 and 0.19 (in units of the free-electron mass m0).

I know the particle-in-a-box formula, but I can't decide which mass goes with which valleys. I have read that electrons in the twofold valleys move along the film with the light mass 0.19. So I put 0.19 into the box formula for them, and they came out above the fourfold ones. My notes say that the twofold valleys are the lower ones. Where is the mistake? And is the separation the same thing as the distance from the lowest level of the film to the next one? I would also like to know whether the number means much for a real film.

**Answer**

The box formula needs the mass for motion across the film. You used the mass for motion along it. In silicon these differ, and for the twofold valleys they are the two opposite extremes.

**Which mass belongs where**

The conduction band of silicon has six equivalent minima, one along each of the directions ±x, ±y and ±z. Let z be the film normal. Near a minimum the surfaces of constant energy are elongated ellipsoids. The mass is m_l = 0.916 m0 along the long axis, which is the direction of the valley, and m_t = 0.19 m0 in the two directions across it.

With k measured from the minimum, a valley along z has the energy

E = ħ²k_x²/(2m_t) + ħ²k_y²/(2m_t) + ħ²k_z²/(2m_l),

and a valley along x has

E = ħ²k_x²/(2m_l) + ħ²k_y²/(2m_t) + ħ²k_z²/(2m_t).

A valley along y is the same with x and y exchanged. Now read off the mass that stands under k_z²:

- two valleys (+z and −z): m_z = m_l = 0.916 m0;
- four valleys (±x and ±y): m_z = m_t = 0.19 m0.

What you read about the twofold valleys is right: their mass along the film is 0.19 m0 in every in-plane direction. Their mass across the film is 0.916 m0, and that one sets the confinement energy.

**The levels of the film**

I assume parabolic bands with bulk masses, a flat potential inside the film, no strain and no coupling between valleys. Without strain all six minima have the same bulk energy, which I take as zero.

There are no mixed terms such as k_x k_z in the energies above, so the motion across the film separates from the motion along it. The envelope function is a plane wave in x and y times a function f(z). The lowest energy of a subband has k_x = k_y = 0, because in-plane motion can only add energy. What remains is

−(ħ²/2m_z) f''(z) = E f(z), with f(0) = f(L) = 0.

For E > 0, define k by E = ħ²k²/(2m_z). The equation becomes f'' = −k²f, with the solution

f(z) = A sin(kz) + B cos(kz).

The wall at z = 0 requires B = 0. The wall at z = L then requires sin(kL) = 0, so kL = jπ. The choice j = 0 gives f = 0 everywhere, which is no state, and negative j repeats the same functions with the opposite sign. For E ≤ 0 the solutions are straight lines or real exponentials, and no nonzero combination of these vanishes at both walls. Hence

E_j = ħ²π²j²/(2m_z L²), j = 1, 2, 3, ...

A heavier m_z gives a lower energy, so the twofold valleys start lower. Subtracting the two j = 1 energies gives

ΔE = E_1(fourfold) − E_1(twofold)
ΔE = (ħ²π²/2L²)(1/m_t − 1/m_l).

**The numbers**

A convenient constant is ħ²/(2m0) = 0.03810 eV nm². For a particle of mass m0 in this film,

π² × 0.03810 eV nm² / (3 nm)² = 0.04178 eV = 41.78 meV.

Dividing by the relative masses gives

E_1(twofold) = 41.78 meV / 0.916 = 45.6 meV,
E_1(fourfold) = 41.78 meV / 0.19 = 219.9 meV.

The separation is therefore

ΔE = 219.9 meV − 45.6 meV = 174.3 meV,

or about 174 meV. Exchanging the masses, as you did, gives the same magnitude with the wrong sign.

The formula has the limits it should have. If the two masses were equal, all six valleys would stay degenerate and ΔE would vanish. For a thick film ΔE falls as 1/L², and the sixfold degeneracy of the bulk returns. At 6 nm the separation is a quarter of the value above, 43.6 meV. It equals the thermal energy at 300 K, kT = 25.85 meV, at

L = 3 nm × √(174.3/25.85) = 7.8 nm.

**It is not the distance to the next level**

Each set of valleys has its own ladder of subbands. The second rung of the twofold ladder lies at

E_2(twofold) = 4 × 45.61 meV = 182.4 meV,

which is below the first fourfold subband at 219.9 meV. In the hard-wall model the first step up from the lowest level is therefore 182.4 − 45.6 = 136.8 meV, and it stays within the twofold valleys.

This order does not depend on the thickness. The condition E_2(twofold) < E_1(fourfold) reads 4/m_l < 1/m_t, since the common factor ħ²π²/(2L²) cancels. That is the same as m_l/m_t > 4, and here the ratio is 4.82. The margin is small, however, and at 3 nm a finite wall can reverse the order, as shown next.

**What a finite wall does**

A real film is often clad in silicon dioxide. The step in the conduction band is then about V = 3.1 eV, and the effective mass m_b in the oxide is roughly 0.3 to 0.5 m0. These are rough typical values. The envelope now leaks into the oxide.

Put the origin at mid-film. The ground state is even:

inside: f = cos(kz), with k = √(2m_z E)/ħ,
outside: f = C exp[−κ(|z| − L/2)], with κ = √(2m_b(V − E))/ħ.

At the interface I take f and f'/m as continuous. This common rule conserves the particle current, but it is a model choice: other rules, such as continuity of f/√m and f'/√m, conserve the current too, and the envelope model does not say which one fits the silicon-oxide interface. At z = L/2 these two conditions read

cos(kL/2) = C,
(k/m_z) sin(kL/2) = (κ/m_b) C.

Dividing the second by the first removes C:

(k/m_z) tan(kL/2) = κ/m_b.

Solving this numerically for each valley type gives:

- m_b = 0.3 m0: twofold 41.8 meV, fourfold 149.5 meV, separation 107.7 meV;
- m_b = 0.5 m0: twofold 40.8 meV, fourfold 136.2 meV, separation 95.4 meV.

The fourfold level falls much further than the twofold one. To see why, rewrite the condition as

cot(kL/2) = kδ, with δ = m_b/(m_z κ).

For a high wall kδ is small, so kL/2 is slightly less than π/2. Write kL/2 = π/2 − θ. Then cot(kL/2) = tan θ ≈ θ, so θ ≈ kδ and

k(L/2 + δ) ≈ π/2, or k ≈ π/(L + 2δ).

The film acts as a hard-wall film that is wider by δ on each side. If E is neglected beside V, then κ ≈ √(2m_b V)/ħ and

δ ≈ √[(ħ²/2m0)(m_b/m0)/V] / (m_z/m0).

With m_b = 0.5 m0 the square root is √(0.0381 × 0.5/3.1) nm = 0.078 nm. Dividing by 0.916 gives δ = 0.09 nm for the twofold valleys, and dividing by 0.19 gives δ = 0.41 nm for the fourfold ones. The effective width for the fourfold valleys is thus about 3.8 nm. Their energy becomes roughly 219.9 × (3/3.83)² = 135 meV, close to the 136.2 meV from the full condition. There are two reasons for the larger fall. The fourfold level starts higher, so it would fall further even if both levels fell by the same fraction. It also falls by a larger fraction, because matching f'/m makes δ roughly proportional to 1/m_z, and the mass across the film is light.

The level order changes too. Diagonalizing the finite-wall problem on a grid puts the second twofold subband at 167.0 meV for m_b = 0.3 m0 and at 163.0 meV for 0.5 m0. Both lie above the corresponding fourfold ground level. With these barriers and this matching rule the fourfold ground subband is the next level of the 3 nm film, and the separation you were asked for is also the first step up. In a thicker film δ matters less beside L, and the hard-wall order returns above about 5.0 nm for m_b = 0.3 m0 and 6.5 nm for 0.5 m0.

These results depend on the matching rule. With f/√m and f'/√m continuous, the ground-state condition becomes k tan(kL/2) = κ. The separation is then 134.6 meV for m_b = 0.3 m0 and 142.1 meV for 0.5 m0. The second twofold subband (142.4 and 149.7 meV) stays below the fourfold ground level (170.1 and 179.5 meV), so the order is not reversed. The envelope model alone therefore does not fix the order of these two levels in a real 3 nm film.

**Other corrections**

I take these one at a time, with hard walls restored. They should not simply be added, because the size of one correction depends on whether the others are present.

*Nonparabolic bands.* At energies of some 0.2 eV the band is no longer a good parabola. A common correction is

E(1 + αE) = ε, with ε = ħ²k²/(2m_z),

where α is roughly 0.5 per eV. This is the quadratic equation αE² + E − ε = 0, and its positive root is

E = [√(1 + 4αε) − 1]/(2α).

For the fourfold level ε = 0.2199 eV. Since 2α = 1 per eV, E = √1.4398 − 1 = 0.1999 eV. In the same way the twofold level moves from 45.6 to 44.6 meV. The separation becomes 155.3 meV. Using one α for all directions is crude. The value 0.5 per eV is an average over directions, and the fourfold level probes only the [001] direction across the valley. In an sp³d⁵s* tight-binding band structure the effective α at this wavevector is about 0.17 per eV along [001] and about 1 per eV along [011], and the separation falls by only about 4%.

*A gate field.* Take a uniform field F = 0.5 MV/cm across the film. The potential drop is eFL = 150 meV, which looks alarming beside ΔE. With z measured from mid-film, however, the first-order shift vanishes because |f|² is symmetric. The second-order shift comes mainly from mixing with the j = 2 state. For the matrix element use s = z + L/2, which runs from 0 to L. The constant L/2 drops out because the two states are orthogonal:

⟨1|z|2⟩ = (2/L) ∫₀ᴸ s sin(πs/L) sin(2πs/L) ds
= (1/L) ∫₀ᴸ s [cos(πs/L) − cos(3πs/L)] ds.

Integration by parts gives ∫₀ᴸ s cos(nπs/L) ds = −2L²/(n²π²) for odd n, so

⟨1|z|2⟩ = −(2L/π²)(1 − 1/9) = −16L/(9π²).

The two levels are E_2 − E_1 = 3E_1 apart, so the ground level shifts by approximately

δE ≈ −(16eFL/9π²)²/(3E_1).

The bracket is 16 × 150 meV/(9π²) = 27.0 meV. The shift is then −27.0²/(3 × 45.6) = −5.3 meV for the twofold level and −27.0²/(3 × 219.9) = −1.1 meV for the fourfold one. Diagonalizing the Hamiltonian with the field on a grid gives −5.23 and −1.11 meV. The heavy-mass state is easier to polarize because its levels are closer together. The field therefore raises the separation slightly, to 178.4 meV.

*Thickness.* Since ΔE ∝ 1/L², a small relative error in L enters doubled and with the opposite sign. One atomic layer is about 0.136 nm. A film thinner by one layer has ΔE = 191.2 meV, and a film thicker by one layer has 159.5 meV.

**What the separation does to the electrons**

The separation matters because, together with the electron density and the temperature, it helps to determine how the electrons are shared between the two sets of valleys. Take 5 × 10¹² electrons per cm², a rough value for a transistor channel that is switched on, at 300 K.

First count the states. For in-plane masses m_1 and m_2, the states within an energy E above a subband minimum fill an ellipse in the k plane. Its semi-axes are √(2m_1E)/ħ and √(2m_2E)/ħ, so its area is 2π√(m_1m_2) E/ħ². Each valley has 2/(2π)² states per unit film area and unit k area, with spin included. For g valleys the number of states per film area is therefore g√(m_1m_2) E/(πħ²), and the density of states is constant:

D = g m_d/(πħ²), with m_d = √(m_1m_2).

The twofold valleys have m_d = 0.19 m0. The fourfold ones have m_d = √(0.916 × 0.19) m0 = 0.417 m0. The ratio of the densities of states is

D_4/D_2 = (4 × 0.417)/(2 × 0.19) = 4.39.

The fourfold valleys thus offer more states, but at a higher energy. Integrating D times the Fermi function from the subband minimum E_s upwards gives the electrons per area in that subband:

n_s = D kT ln[1 + exp((μ − E_s)/kT)].

At zero temperature all electrons fit into the lowest subband, up to n/D_2 = 31.5 meV above its minimum. At 300 K, requiring the n_s to add up to n puts the chemical potential μ 21.6 meV above that minimum. The fourfold ground subband then lies 174.3 − 21.6 = 152.7 meV above μ. This is many kT, so ln(1 + x) ≈ x, and its share of the electrons is

n_4/n ≈ (D_4/D_2)(kT/31.5 meV) exp(−152.7/25.85)
≈ 4.39 × 0.82 × 0.0027 ≈ 0.010.

With hard walls about 1% of the electrons are in the fourfold valleys and 98% are in the lowest twofold subband. The second twofold subband holds most of the remaining 1%.

With the finite oxide barrier and f'/m matching, at the same density and temperature, the fourfold share rises to 10.6% for m_b = 0.3 m0 and to 15.5% for 0.5 m0. While the fourfold share is small, it depends roughly exponentially on the separation. Here a drop of 67 to 79 meV in the separation, about three times kT, raises the share more than tenfold.

**How far to trust 174 meV**

It is the right answer to the exercise as set. Of the assumptions examined above, the hard wall changes the result most in an oxide-clad film. For the barrier values used here and f'/m matching, replacing it lowers the separation by about 38 to 45% relative to the hard-wall result, to roughly 95 to 108 meV. With the other matching rule the drop is about 18 to 23%, to roughly 135 to 142 meV. Nonparabolicity also lowers the hard-wall value: by about 11% with the averaged α, and by about 4% when the band shape along [001] is used.

Other effects are left out of all these figures. The charge of the electrons themselves bends the potential inside the film. Strain that distinguishes the film normal from the in-plane directions shifts the two sets of valleys against each other even before confinement acts. The interfaces can couple the +z and −z valleys and split the twofold level, which an envelope model with separate valleys cannot describe. Finally, in a film this thin the bulk masses are themselves an approximation. For a prediction about a particular film, I would start with the finite barrier and treat 174 meV as the hard-wall reference.

Numbers in the example were calculated in double precision.
